# Waveguide Attenuation from Fabry-Perot Fringe Contrast and Known Facet Reflectivity

## 1. The form of the answer

A waveguide of length $L$ has two partly reflecting end facets. Light of tunable photon energy is sent through it, and the transmitted power oscillates between $P_{\max}$ and $P_{\min}$. We want the power attenuation coefficient $\alpha$, defined by the decay $e^{-\alpha z}$ of the guided power.

The detected power contains an unknown factor from coupling light into and out of the guide. A quantity free of this factor is the contrast

$$K=\frac{P_{\max}-P_{\min}}{P_{\max}+P_{\min}} .$$

Since $\alpha$ is an inverse length, $\alpha L$ is dimensionless. The wavelength drops out because the scan runs through all values of the interference phase. There remains $\alpha L=F(K,R)$, with $R$ the facet reflectivity.

Each further round trip multiplies the light amplitude by one fixed factor, whose magnitude contains reflection and loss only as the product $\rho=Re^{-\alpha L}$. The contrast therefore depends on $\rho$ alone. Inverting this dependence to $\rho(K)$ gives

$$\alpha=\frac1L\left[\ln R-\ln\rho(K)\right].$$

It remains to find $\rho(K)$. The form already shows that contrast at one length cannot separate reflection from loss: $R$ must be known.

## 2. Assumptions and conventions

One guided mode in one polarization reaches the detector, without stray light. The response is linear, and the facets are the only reflectors. Over one fringe, $R$, $\alpha$ and the coupling are constant. The scan resolves a maximum and a minimum, and the source is narrow in a sense made precise in Section 6.

Fields vary as $e^{-i\omega t}$. The algebra uses atomic units, in which $\hbar=1$, the photon energy equals $\omega$, and $c\approx137.036$. The propagation constant is $\beta=n\omega/c$, with $n$ the effective index. Numbers are given in eV, nm and cm.

The facets reflect the mode amplitude by $r_1$ and $r_2$, which may be complex. Their power reflectivities are $R_j=|r_j|^2$, and we define $R=\sqrt{R_1R_2}=|r_1r_2|$. For equal facets $R$ is the reflectivity of either one.

## 3. The sum over round trips

Power decays as $e^{-\alpha z}$, so amplitude decays as $e^{-\alpha z/2}$. One pass multiplies the amplitude by $e^{i\beta L-\alpha L/2}$. A round trip has two passes and two reflections, and multiplies it by

$$r_1r_2\,e^{2i\beta L-\alpha L}=\rho\,e^{i\varphi},\qquad \rho=Re^{-\alpha L},\qquad \varphi=2\beta L+\arg(r_1r_2).$$

The factor is $e^{-\alpha L}$, not $e^{-2\alpha L}$, because these are amplitudes.

Let $A$ be the output amplitude of the light that crosses the guide once. The total output is a geometric series, convergent because $\rho<1$:

$$A\sum_{m=0}^{\infty}\left(\rho e^{i\varphi}\right)^m=\frac{A}{1-\rho e^{i\varphi}} .$$

With $C$ the detected power for $A$ alone,

$$P(\varphi)=\frac{C}{|1-\rho e^{i\varphi}|^2}=\frac{C}{1+\rho^2-2\rho\cos\varphi}.$$

If the facets are equal, absorb nothing and reflect no light into other modes, each transmits the power fraction $1-R$, so $C=P_{\rm in}(1-R)^2e^{-\alpha L}$, with $P_{\rm in}$ the incident power matched to the mode. Imperfect coupling changes $C$ but not the fringe shape.

## 4. From contrast to attenuation

The denominator is smallest at $\cos\varphi=1$ and largest at $\cos\varphi=-1$:

$$P_{\max}=\frac{C}{(1-\rho)^2},\qquad P_{\min}=\frac{C}{(1+\rho)^2}.$$

Insert these into $K$ and multiply numerator and denominator by $(1-\rho)^2(1+\rho)^2/C$:

$$K=\frac{(1+\rho)^2-(1-\rho)^2}{(1+\rho)^2+(1-\rho)^2}=\frac{4\rho}{2+2\rho^2}=\frac{2\rho}{1+\rho^2}.$$

This is the quadratic $K\rho^2-2\rho+K=0$, with roots

$$\rho=\frac{1\pm\sqrt{1-K^2}}{K}.$$

Their product is one, so one root lies below one and the other above it. A passive guide requires $\rho<1$, which selects the minus sign. The other root is its inverse, so $1/\rho=(1+\sqrt{1-K^2})/K$. From $\alpha=\ln(R/\rho)/L$,

$$\boxed{\;\alpha=\frac1L\ln\left[\frac{R\left(1+\sqrt{1-K^2}\right)}{K}\right]\;}$$

The power ratio $u=P_{\max}/P_{\min}$ gives an equivalent route. Since $\sqrt u=(1+\rho)/(1-\rho)$,

$$\rho=\frac{\sqrt u-1}{\sqrt u+1}=\tanh\left(\tfrac14\ln u\right).$$

**Low loss.** At $\alpha=0$ the contrast has its largest passive value, $K_0=2R/(1+R^2)$. A measured $K>K_0$ would give a negative $\alpha$. In a guide without gain it signals a wrong $R$, a faulty reading or a broken assumption, such as an extra reflector outside the guide.

**Weak fringes.** For $K\ll1$, $\sqrt{1-K^2}\approx1-K^2/2$, and hence

$$\alpha L\approx\ln\frac{2R}{K}-\frac{K^2}{4}.$$

The contrast then falls as $K\approx2Re^{-\alpha L}$.

**Several lengths.** If pieces of different length share the same $R$ and $\alpha$, then $\ln\rho=\ln R-\alpha L$ is a straight line in $L$. Its slope is $-\alpha$ and its intercept is $\ln R$, so $R$ need not be known beforehand.

The inversion was tested on a slab of index 3.4713 by solving the field-matching equations at both faces, without summing round trips. The attenuations put in were 0.05, 0.343 and 2.0 cm$^{-1}$, the lengths 0.5 and 1.0 cm, and the index beyond the exit face 1 or 1.45. The formula returned the input with a largest absolute error of $7.5\times10^{-6}$ cm$^{-1}$.

The same slab model shows the ambiguity between $R$ and $\alpha$. At a length of 1 cm, with air on both sides, index 3.4713 with $\alpha=0.343$ cm$^{-1}$ and index 3.0 with $\alpha=0.142$ cm$^{-1}$ both give $K=0.414$.

## 5. Fringe spacing and sensitivity

Neighbouring maxima differ by $2\pi$ in $\varphi$. With constant facet phases,

$$\frac{d\varphi}{d\omega}=\frac{2L}{c}\frac{d(n\omega)}{d\omega}=\frac{2n_gL}{c},\qquad n_g=n+\omega\frac{dn}{d\omega},$$

so the spacing is

$$\Delta\omega=\frac{2\pi}{2n_gL/c}=\frac{\pi c}{n_gL}.$$

It contains the group index $n_g$ because $n$ changes during the scan.

For the sensitivity to contrast, take the logarithm of $K=2\rho/(1+\rho^2)$ and differentiate:

$$\frac{d\ln K}{d\ln\rho}=1-\frac{2\rho^2}{1+\rho^2}=\frac{1-\rho^2}{1+\rho^2}=\sqrt{1-K^2}.$$

The last equality follows from $1-K^2=[(1+\rho^2)^2-4\rho^2]/(1+\rho^2)^2$, whose numerator is $(1-\rho^2)^2$. Since $\alpha L=\ln R-\ln\rho$,

$$\frac{\partial\alpha}{\partial K}=-\frac{1}{LK\sqrt{1-K^2}},\qquad \frac{\partial\alpha}{\partial R}=\frac1{RL}.$$

Lower contrast means higher loss, hence the minus sign. For a fixed relative error in $R$, the error in $\alpha$ falls as $1/L$. A fixed absolute error $\delta K$ behaves differently. When $\rho^2\ll1$, $K\approx2Re^{-\alpha L}$ and

$$|\delta\alpha|\approx\frac{e^{\alpha L}}{2RL}\,\delta K .$$

The derivative of $e^{\alpha L}/L$ vanishes at $\alpha L=1$, which in this limit is the best length for this one source of error. The full expression for $\partial\alpha/\partial K$ moves the optimum to somewhat larger values, about $\alpha L=1.1$ for $R\approx0.32$. A shorter guide gives too little loss to measure, and a longer one too little contrast.

## 6. When linewidth averaging is negligible

Write $z=\rho e^{i\varphi}$. Putting the following sum over a common denominator gives

$$\frac1{1-z}+\frac{z^*}{1-z^*}=\frac{1-z^*+z^*-|z|^2}{|1-z|^2}=\frac{1-\rho^2}{|1-z|^2}.$$

Expanding the two terms on the left in powers of $z$ and $z^*$ yields

$$\frac1{|1-z|^2}=\frac1{1-\rho^2}\left[1+2\sum_{m=1}^{\infty}\rho^m\cos m\varphi\right].$$

Let the source have a Lorentzian spectrum of full width $\Gamma$ at half maximum. Its half width in phase is

$$g=\frac{2n_gL}{c}\,\frac{\Gamma}{2}=\frac{n_g\Gamma L}{c}.$$

The average of $e^{imx}$ over the line, for $m\ge0$, follows by closing the contour around the pole at $x=ig$:

$$\int_{-\infty}^{\infty}\frac{g/\pi}{x^2+g^2}\,e^{imx}\,dx=2\pi i\,\frac{g}{\pi}\,\frac{e^{-mg}}{2ig}=e^{-mg}.$$

Thus $\rho^m$ becomes $(\rho e^{-g})^m$. The fringe keeps its shape with $\rho$ replaced by $\rho e^{-g}$, and the formula of Section 4 returns

$$\alpha_{\rm app}=\alpha+\frac gL=\alpha+\frac{n_g\Gamma}{c}.$$

This holds for a Lorentzian line over which $n_g$, $R$ and $\alpha$ are constant. The added term does not depend on $L$. Linewidth averaging is negligible when $n_g\Gamma/c\ll\alpha$. For $\alpha L<1$ this is stricter than $g\ll1$, the demand that the line be narrow compared with a fringe.

A deliberately broad line tests the result. For $\Gamma=2.0\times10^{-6}$ eV, $n_g=3.6$ and $L=1$ cm, with the $\rho$ of Section 8, direct averaging of the fringe and the formula both give a shift of 0.3649 cm$^{-1}$.

## 7. Which reflectivity is needed

A guided mode is confined sideways and so contains a range of transverse wavenumbers. Its reflectivity therefore differs from that of a plane wave. Consider a slab mode $\psi(x)$ with its electric field parallel to both the layers and the facet (TE). Let $\psi$ be real with $\int\psi^2dx=1$, and let $k=\omega/c$.

For this polarization the field and its derivative along the guide are continuous at the facet. The operators for the longitudinal wavenumber inside and outside are

$$B_{\rm in}=\sqrt{\partial_x^2+n(x)^2k^2},\qquad B_{\rm out}=\sqrt{\partial_x^2+k^2},$$

where $n(x)$ is the index profile and the roots describe outgoing or decaying waves. If $\chi$ is the reflected field, the outside field at the facet is $\psi+\chi$. Continuity of the derivative requires

$$B_{\rm in}(\psi-\chi)=B_{\rm out}(\psi+\chi)
\;\Rightarrow\;
(B_{\rm in}+B_{\rm out})\chi=(B_{\rm in}-B_{\rm out})\psi .$$

The modal reflection amplitude is $r=\int\psi\chi\,dx$. To leading order, neglect conversion into other modes and set $\chi=r\psi$. Projecting on $\psi$, with $B_{\rm in}\psi=nk\psi$, gives

$$n(1-r)=b(1+r)\;\Rightarrow\; r=\frac{n-b}{n+b},\qquad b=\frac1k\int\psi B_{\rm out}\psi\,dx .$$

A plane wave at normal incidence has $b=1$. A component with transverse wavenumber $q<k$ contributes $\sqrt{1-q^2/k^2}<1$, and components with $q>k$ contribute only to the imaginary part. The real part of $b$ is thus below one, which increases the mismatch for this polarization.

Take a silicon layer 3000 nm thick, with core index 3.48 and cladding index 1.45, at 0.80 eV. The fundamental mode has $n=3.4713$ and the real part of $b$ is 0.9701. Neglecting the small imaginary part of $b$ gives

$$R\approx\left(\frac{3.4713-0.9701}{3.4713+0.9701}\right)^2=0.317 .$$

Solving the full matching equation on a transverse grid gives 0.3172, and 0.3173 in a larger box. The plane-wave value, with $b=1$, is 0.3055. The increase is specific to TE: for the other polarization (TM) the shift has the opposite sign, and the same slab gives about 0.294.

## 8. Worked example

Consider a guide with $L=1.0$ cm and $n_g=3.6$, with chosen readings $P_{\max}=10.0$ and $P_{\min}=4.0$ microwatt. Then

$$K=\frac{10.0-4.0}{10.0+4.0}=0.4286,\qquad \sqrt{1-K^2}=0.9035,$$

$$\rho=\frac{1-0.9035}{0.4286}=0.225 .$$

With $R=0.3172$,

$$\alpha=\frac{1}{1.0\ \text{cm}}\ln\frac{0.3172}{0.2251}=0.343\ \text{cm}^{-1}.$$

Multiplication by $10/\ln10=4.343$ converts this to 1.49 dB/cm. The contrast lies below its zero-loss value of 0.5764, as it must. The plane-wave reflectivity would have given 0.305 cm$^{-1}$, about 11% below the result with the TE slab value.

The fringe spacing is $1.722\times10^{-5}$ eV. The same value follows from the peak positions of the slab model of Section 4, given this length and group index.

## 9. What the neglected effects do

The following changes in $\alpha$ are for this example, each effect taken alone.

- **Second mode:** 2% of the power in a mode with the same $\rho$ and opposite fringes, detected without interference with the first mode, adds 0.045 cm$^{-1}$, or 13% of $\alpha$.
- **Reflectivity:** a value of $R$ larger by 3% adds $\ln(1.03)/L=0.030$ cm$^{-1}$.
- **Fibre echo:** a fibre returning an amplitude $s=0.01$ to one facet changes the facet amplitude $\sqrt R$ by about $\pm(1-R)s$, since the light crosses the facet twice. The relative change is $(1-R)s/\sqrt R\approx0.012$. If the echo phase stays constant over a fringe, the full echo series gives a change of at most 0.0123 cm$^{-1}$, which can have either sign. The value $s=0.01$ is a return of only $10^{-4}$ in power and presumes an angled, coated or distant fibre end. A flat cleaved fibre a few micrometres from the facet returns an amplitude approaching $(1.45-1)/(1.45+1)\approx0.18$, and the change can then reach about 0.2 cm$^{-1}$, comparable with $\alpha$ itself.
- **Temperature:** with $dn/dT\approx1.8\times10^{-4}$ K$^{-1}$, a Gaussian jitter of $\delta T=0.01$ K rms during detector averaging gives a phase jitter $\sigma=(2\omega L/c)(dn/dT)\,\delta T=0.146$ rad. It multiplies the first harmonic by $e^{-\sigma^2/2}$, which alone suggests a shift of $\sigma^2/(2L)=0.011$ cm$^{-1}$. All harmonics together give 0.012 cm$^{-1}$. Thermal expansion of the guide is left out here; it would raise $\sigma$ by about 5%.
- **Readings:** a maximum read 1% too low adds 0.011 cm$^{-1}$, and stray light of 0.05 microwatt adds 0.008 cm$^{-1}$. With 40 samples per fringe, missing both extrema by half a step adds 0.003 cm$^{-1}$.
- **Source:** a laser width of $4.0\times10^{-9}$ eV adds $7.3\times10^{-4}$ cm$^{-1}$, or 0.2% of $\alpha$. The scale of two-photon absorption is its coefficient, roughly $0.8\times10^{-9}$ cm/W, times the intensity. At 1 mW in a mode area of $7\times10^{-8}$ cm$^2$ this product is about $10^{-5}$ cm$^{-1}$. The backward wave and the unequal intensities at maximum and minimum can change the shift by a factor of a few, which leaves it negligible here.

Given these sizes, the result is better quoted as 0.34 cm$^{-1}$, with an uncertainty of several hundredths, provided the disturbances, above all the fibre echo and the second mode, are held to the small sizes assumed.

The parameters are rough values for a large silicon rib guide in the telecom band. As a rough guide, good guides of this kind lose less than about 1 dB/cm, so the example is on the lossy side. The single-mode assumption needs particular care: a second polarization is available, and a silicon slab of this thickness carries higher modes. The 2% admixture above shows the effect when the powers of two modes add. If the detector collects only part of the light, modes of the same polarization can also interfere there, and the change can then be much larger and have either sign. The slab model also leaves out lateral confinement; the 3% change in $R$ is an illustrative allowance for it, neither a calculated correction nor an upper bound. Lateral confinement spreads the wavevectors along the direction of the electric field, which acts as in the TM case and lowers $R$. In a rib guide the gap to the plane-wave result is therefore smaller than the 11% found for the slab.

For a guide with only 0.1 dB/cm, or 0.023 cm$^{-1}$, a 3% error in $R$ at $L=1$ cm would exceed the loss itself. A longer guide is then needed, or a comparison of pieces whose lengths differ by centimetres and whose facets share the same $R$. The remaining digits are in the numerical output.

## Numbers as computed

```
INPUTS (rough, large silicon rib guide)
speed of light               137.036 a.u.
photon energy                0.80 eV
guide length                 1.0 cm
silicon thickness            3000 nm
core, cladding index         3.48, 1.45
group index                  3.6
Pmax, Pmin                   10.0, 4.0 microwatt
FACET
effective index              3.4713
mean b of outside wavenumber 0.9701
R modal, full matching       0.3172
R modal, larger box          0.3173
R modal, finer grid          0.3172
R modal, leading estimate    0.3172
R plane wave                 0.3055
RESULT
contrast K                   0.4286
zero-loss contrast           0.5764
round-trip amplitude rho     0.2251
attenuation alpha            0.343 cm^-1
attenuation alpha            1.49 dB/cm
alpha with plane-wave R      0.305 cm^-1
fringe spacing, formula      1.7220e-05 eV
fringe spacing, slab scan    1.7220e-05 eV
d alpha/dK                   -2.583 cm^-1
d alpha/dR                   3.152 cm^-1
TESTS
largest slab recovery error  7.5e-06 cm^-1
ambiguity: index, alpha      3.0, 0.142 cm^-1
ambiguity: both contrasts    0.41417, 0.41417
broad test line, full width  2.0e-06 eV
its shift, averaged          0.3649 cm^-1
its shift, formula           0.3649 cm^-1
NEGLECTED EFFECTS: size of change in alpha
R uncertain by 3 %            0.0296 cm^-1
second mode, 2 % of power    0.0450 cm^-1
stray light 0.05 microwatt   0.0079 cm^-1
fibre echo, amplitude 0.01   0.0123 cm^-1
thermal phase jitter, rms    0.146 rad
temperature jitter 0.01 K    0.0117 cm^-1
40 samples per fringe        0.0034 cm^-1
power drift 1 %              0.0107 cm^-1
laser full width             4.0e-09 eV
laser linewidth effect       7.3e-04 cm^-1
guide power, mode area       1e-03 W, 7e-08 cm^2
two-photon absorption        1.1e-05 cm^-1
```
